\section*{Adaptive Broadening in Wannier Interpolation: Steep Bands and van Hove Features}

\section{Definitions and conventions}

Let $X(\mathbf k)$ be a band energy $E_n(\mathbf k)$ or a transition energy $E_c(\mathbf k)-E_v(\mathbf k)$. Its density per unit cell and per spin is
\begin{equation}
g(E)=\int\!\frac{d^2k}{(2\pi)^2}\,\delta(E-X(\mathbf k))
\simeq\frac1{N^2}\sum_{\mathbf k}G_{W_{\mathbf k}}(E-X(\mathbf k)),
\end{equation}
where the sum runs over an $N\times N$ mesh and
$G_W(x)=e^{-x^2/2W^2}/(\sqrt{2\pi}\,W)$. Thus $W$ is a standard deviation, not a full width. The lattice is square with lattice constant 1, so $\Delta k=2\pi/N$. Energies and their $k$-gradients are both in eV. The gradient of a band is $\hbar$ times its velocity; ``speed'' below means $|\nabla X|$.

The setting discussed here replaces one fixed width $\eta$ by
\begin{equation}
W_{\mathbf k}^2=s^2|\nabla X|^2+\tfrac12s^4\,{\rm Tr}\,h^2,
\qquad s=a\,\Delta k,\qquad h_{ij}=\partial_i\partial_jX .
\label{width}
\end{equation}
The first term is the adaptive width proper and the second is a floor for critical points. The dimensionless number $a$ is the user's choice. We assume that $X$ is smooth over distances of order $s$; degeneracies are treated at the end.

\section{Why the width must follow the gradient}

Take a linear band $X=\mathbf v\cdot\mathbf k$ with $v=|\mathbf v|$ and constant $W$. Let a broad envelope $w(k_\perp)$ limit the sum perpendicular to $\mathbf v$. Poisson summation gives
\begin{equation}
\Delta k^2\sum_{\mathbf n}F(\mathbf n\Delta k)
=\sum_{\mathbf m}\int d^2k\,F(\mathbf k)\,e^{2\pi i\mathbf m\cdot\mathbf k/\Delta k},
\quad F=G_W(E-vk_\parallel)\,w(k_\perp).
\end{equation}
The term $\mathbf m=0$ is the desired integral; the others are mesh errors. If $\mathbf m$ has a component perpendicular to $\mathbf v$, the integral over the broad envelope makes the term negligible. For $\mathbf m$ parallel to $\mathbf v$, the substitution $x=E-vk_\parallel$ gives
\begin{equation}
\int dk_\parallel\,G_W(E-vk_\parallel)e^{2\pi i|\mathbf m|k_\parallel/\Delta k}
=\frac1v\,e^{2\pi i|\mathbf m|E/(v\Delta k)}
e^{-2\pi^2|\mathbf m|^2W^2/(v\Delta k)^2}.
\end{equation}
Let $p$ be the length of the shortest integer vector along $\mathbf v$. Adding $\pm\mathbf m$ and dividing by the $\mathbf m=0$ term yields the relative ripple
\begin{equation}
r(E)=2\sum_{j\ge1}e^{-2\pi^2j^2p^2W^2/(v\Delta k)^2}
\cos\frac{2\pi jpE}{v\Delta k}.
\label{ripple}
\end{equation}
Its amplitude depends on $W$ and $v$ through $W/(v\Delta k)$ alone. Equal quality for all speeds therefore requires $W=a\,v\,\Delta k$. The worst direction is a mesh axis, $p=1$. For $a=0.4$ direct sums give ripples of 0.0850 along an axis and 0.0036 along the diagonal, where $p^2=2$. These values are taken at $E=0$, where every cosine equals 1; Eq.~(\ref{ripple}) was tested at that energy in both directions, each at two speeds.

Keeping the first harmonic and demanding amplitude $\varepsilon$ gives
\begin{equation}
a=\sqrt{\frac{\ln(2/\varepsilon)}{2\pi^2}} .
\label{a}
\end{equation}
For $\varepsilon=10^{-3}$, $a=\sqrt{7.601/19.739}=0.6205$. For $\varepsilon=10^{-5}$ it rises only to 0.79, because the ripple falls as a Gaussian in $a$.

\section{The same width from a displaced mesh}

A second derivation covers curved bands and reveals the error. Let $\boldsymbol\kappa$ be a Gaussian random vector with $\langle\kappa_i\kappa_j\rangle=s^2\delta_{ij}$. Then
\begin{equation}
X(\mathbf k+\boldsymbol\kappa)=X+\boldsymbol\kappa\cdot\nabla X
+\tfrac12\boldsymbol\kappa^{T}h\,\boldsymbol\kappa+\dots
\label{taylor}
\end{equation}
The linear term is Gaussian with standard deviation $s|\nabla X|$. Adaptive broadening is thus a linearized average over displacements of $\mathbf k$. A full displacement would not alter the zone integral at all, since the integrand is periodic. The continuum error comes from what the linearization omits.

The displacement also damps mesh harmonics of a curved band. These carry factors $e^{i\mathbf R\cdot\mathbf k}$ with $\mathbf R=N\mathbf m$. Setting $\mathbf k'=\mathbf k+\boldsymbol\kappa$ produces
\begin{equation}
\langle e^{-i\mathbf R\cdot\boldsymbol\kappa}\rangle
=e^{-s^2R^2/2}=e^{-2\pi^2a^2|\mathbf m|^2}.
\end{equation}
This is the factor found for the linear band. For the linearized width it holds only where the curvature $\alpha$ is small enough, and $\alpha s\ll|\nabla X|$ alone does not suffice. The Gaussian integral that gives this small factor is dominated by $|\boldsymbol\kappa|\sim Rs^2=2\pi a|\mathbf m|\,s$. The neglected energy $\alpha R^2s^4$ corresponds to a displacement $\alpha R^2s^4/|\nabla X|$, whose phase is of order $(2\pi a|\mathbf m|)^3\,\alpha s/|\nabla X|$, about $60\,\alpha s/|\nabla X|$ for $a=0.62$ and $|\mathbf m|=1$. For the chain $X=-2\cos k$ with 100 points and $a=0.62$ the ripple is about $1.0\times10^{-3}$ at $\alpha s/|\nabla X|\approx0.02$, $1.4\times10^{-3}$ at 0.05 and $4\times10^{-3}$ at 0.12. Close to a critical point this argument fails, and resolution must be examined separately.

\subsection{The leading bias is an energy shift}

Consider the continuum limit with $W=s|\nabla X|$ and a smooth test function $f(E)$. With $\xi$ a standard normal variable, expansion in $s$ gives
\begin{equation}
\langle f(X+s|\nabla X|\xi)\rangle
=f(X)+\tfrac12s^2|\nabla X|^2f''(X)+O(s^4),
\end{equation}
because $\langle\xi\rangle=\langle\xi^3\rangle=0$ and $\langle\xi^2\rangle=1$. Now
\begin{equation}
\nabla\cdot[f'(X)\nabla X]=f''(X)|\nabla X|^2+f'(X)\nabla^2X .
\end{equation}
The zone integral of the left side vanishes by periodicity, so
\begin{equation}
\tfrac12s^2\!\int|\nabla X|^2f''(X)\,d^2k
=-\tfrac12s^2\!\int\nabla^2X\,f'(X)\,d^2k .
\end{equation}
The right side is the first-order effect of replacing $X$ by $X-\frac12s^2\nabla^2X$. Fixed broadening instead changes the density by $\frac12\eta^2g''(E)$ where $g$ is smooth.

For a single cosine band $X=-2t(\cos k_x+\cos k_y)$ one has $\nabla^2X=-X$. Adaptive broadening then stretches the energy scale by $1+s^2/2$ at leading order. For a strictly linear region the local shift is zero.

If the density carries a smooth weight $M(\mathbf k)$, such as a squared optical matrix element, the same integration by parts gives
\begin{equation}
-\tfrac12s^2\int f'(X)\,[M\nabla^2X+\nabla M\cdot\nabla X]\,d^2k .
\end{equation}
The second term is an additional error of the same order in $s$, so rapidly varying matrix elements also limit the mesh.

\subsection{The floor}

At a critical point on the mesh $s|\nabla X|=0$, and the Gaussian would become a delta spike. If the Hessian is nonzero there, the quadratic term of (\ref{taylor}) supplies the missing width; if it vanishes too, a separate minimum width is needed. For a Gaussian vector,
\begin{equation}
\langle\kappa_i\kappa_j\kappa_k\kappa_l\rangle
=s^4(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),
\end{equation}
hence $\langle(\boldsymbol\kappa^Th\boldsymbol\kappa)^2\rangle=s^4[({\rm Tr}\,h)^2+2\,{\rm Tr}\,h^2]$. The mean of $\boldsymbol\kappa^Th\boldsymbol\kappa$ is $s^2{\rm Tr}\,h$, so
\begin{equation}
{\rm Var}\big(\tfrac12\boldsymbol\kappa^Th\boldsymbol\kappa\big)
=\tfrac14\cdot2s^4\,{\rm Tr}\,h^2=\tfrac12s^4\,{\rm Tr}\,h^2 .
\end{equation}
This is the leading variance where the gradient vanishes. Near an isotropic minimum it equals the gradient term at a distance $s$ and becomes a small addition only well beyond that. Where the gradient is nonzero it is not a complete $s^4$ correction: the linear and cubic Taylor terms also combine at that order. The mean shift $\frac12s^2\nabla^2X$ and the leading variance were tested against Gaussian averages of interpolated energies, at a general point and at $\Gamma$.

\section{Derivatives from the Wannier Hamiltonian}

Interpolation gives $H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)$, with $\mathbf R$ now a lattice vector, so each derivative $\partial_i$ inserts a factor $iR_i$. Differentiate $E_n=\langle n|H|n\rangle$. The terms from the eigenvectors sum to $E_n\partial_i\langle n|n\rangle=0$, leaving
\begin{equation}
\partial_iE_n=\langle n|\partial_iH|n\rangle .
\end{equation}
Projecting the derivative of $H|n\rangle=E_n|n\rangle$ on $\langle m|$, $m\ne n$, gives
\begin{equation}
\langle m|\partial_jn\rangle=\frac{\langle m|\partial_jH|n\rangle}{E_n-E_m}.
\end{equation}
The component $\langle n|\partial_jn\rangle$ is imaginary by normalization and drops out of the real part below. A second differentiation yields
\begin{equation}
\partial_i\partial_jE_n=\langle n|\partial_i\partial_jH|n\rangle
+2\,{\rm Re}\sum_{m\ne n}
\frac{\langle n|\partial_iH|m\rangle\langle m|\partial_jH|n\rangle}{E_n-E_m}.
\end{equation}
For a transition, subtract the gradients and Hessians of the two bands first, then form the norms in (\ref{width}). Two steep parallel bands have a small transition gradient, and two bands of opposite slope a large one. Neither follows from the speed of one band.

\section{Resolution at a band edge}

Near an isotropic minimum $X=E_0+\frac12\alpha q^2$ we have $|\nabla X|=\alpha q$ and ${\rm Tr}\,h^2=2\alpha^2$, so $W=\alpha s\sqrt{q^2+s^2}$. States below $E_0+\epsilon$ fill the area $\pi q^2=2\pi\epsilon/\alpha$; dividing by $(2\pi)^2\epsilon$ gives the edge density $g_0=1/(2\pi\alpha)$. Let $\Phi$ be the cumulative normal distribution and $\varphi$ its density. The weight that leaks below $E_0$ is, with $q=sx$,
\begin{equation}
L=\int\!\frac{q\,dq}{2\pi}\,\Phi\!\left(-\frac{\alpha q^2}{2W}\right)
=\frac{s^2}{2\pi}\int_0^\infty\!x\,\Phi(-y)\,dx,
\quad y=\frac{x^2}{2\sqrt{1+x^2}} .
\end{equation}
Therefore $L/g_0=C\alpha s^2$, where $C$ is the last integral. Integration by parts gives $C=\frac12\int_0^\infty x^2\varphi(y)\,dy$. Squaring the definition of $y$ gives $x^4-4y^2x^2-4y^2=0$, whose positive root is $x^2=2y^2+2y\sqrt{1+y^2}$. With $z=y^2/2$,
\begin{align}
C&=\int_0^\infty\!\big[y^2+y\sqrt{1+y^2}\big]\varphi(y)\,dy
=\frac12+\frac1{\sqrt{2\pi}}\int_0^\infty\!\sqrt{1+2z}\,e^{-z}dz\nonumber\\
&=\frac12+\frac1{\sqrt{2\pi}}\Big[1+\sqrt{\tfrac{e\pi}{2}}\,
{\rm erfc}\tfrac1{\sqrt2}\Big]=1.1605 .
\end{align}
The last step integrates by parts and then sets $v^2=1+2z$, which turns the remaining integral into $\int_1^\infty e^{(1-v^2)/2}dv$. Without the floor $y=x/2$ and $C=1$, so the floor costs 16\% in this measure.

For a fixed width the leakage is
\begin{equation}
\frac L{g_0}=\int_0^\infty\Phi(-\epsilon/\eta)\,d\epsilon=\frac{\eta}{\sqrt{2\pi}} .
\end{equation}
The choice $\eta=s|\nabla X|_{\max}$ meets the linear-band ripple target for the steepest band in every direction; a smaller width can suffice when the steepest gradient is not along a mesh axis. The edge error of this choice is proportional to $\Delta k$, against $\Delta k^2$ for the adaptive width.

\section{A two-band example}

Let $u=\cos k_x+\cos k_y$ and
\begin{equation}
H=\begin{pmatrix}-2t_1u&V\\V&\epsilon_0-2t_2u\end{pmatrix},
\end{equation}
with $t_1=1$, $t_2=0.1$, $\epsilon_0=1$ and $V=0.3$ eV. These are round model values. A steep and a narrow band hybridize.

The reference needs the density $\rho(u)$. Write $u=2\cos P\cos Q$ with $P,Q=(k_x\pm k_y)/2$, which may be averaged as independent uniform angles. At fixed $P$, $u$ has density $1/(\pi\sqrt{4\cos^2P-u^2})$. Averaging over $P$, with four equal quarter-periods, and setting $\sin P=\lambda\sin\theta$, $\lambda^2=1-u^2/4$, gives
\begin{equation}
\rho(u)=\frac2{\pi^2}\int\!\frac{dP}{\sqrt{4\cos^2P-u^2}}
=\frac1{\pi^2}\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-\lambda^2\sin^2\theta}} .
\end{equation}
The density of states (DOS) is the sum of $\rho(u)/|dE/du|$ over the roots of the secular equation. With $D=\epsilon_0+2(t_1-t_2)u$ the transition energy is $\Omega=\sqrt{D^2+4V^2}$, so $d\Omega/du=2(t_1-t_2)D/\Omega$. The joint density of states (JDOS) is
\begin{equation}
J(\Omega)=\sum_{D=\pm\sqrt{\Omega^2-4V^2}}\frac{\rho(u)\,\Omega}{2(t_1-t_2)|D|} .
\end{equation}
It diverges as an inverse square root at $\Omega=2V=0.6$ eV. There $D=0$ along a whole contour: $\nabla\Omega$ vanishes although both bands remain steep.

For $N=100$ and $a=0.6205$, $s=0.6205\times0.06283=0.0390$. At $\mathbf k=(0.9,1.7)$ the lower-band gradient is $(1.53,1.94)$ eV, of length 2.47 eV, so $W\simeq0.0390\times2.47$ eV $=96$ meV. The upper band has $W=12$ meV and the transition 85 meV.

The table gives the sum of absolute errors over a uniform energy grid relative to the sum of the reference, in percent. The grid spacing is 1 meV in the van Hove windows, and 10 meV (DOS) and 5 meV (JDOS) in the steep ones. Near the JDOS divergence such sums lie 0.9 to 1.5 percentage points below the true integrals, and on a 0.1 meV grid the adaptive DOS van Hove entry rises from 0.21 to 0.25. The mesh contains $\Gamma$; shifting it by half a spacing leaves the adaptive and wide columns almost unchanged but turns the narrow column into 2.8, 23, 21 and 20. The DOS windows are 0.7 to 1.4 eV (van Hove) and $-3.5$ to $-1.0$ eV (steep); the JDOS windows are 0.5 to 0.8 eV and 3.0 to 4.2 eV. The wide fixed width is $s|\nabla X|_{\max}$, 106 meV for the DOS and 92 meV for the JDOS. The narrow one is 10 meV.
\begin{center}
\begin{tabular}{lrrr}
 & adaptive & wide & narrow\\
DOS, van Hove & 0.21 & 9.1 & 2.3\\
DOS, steep & 0.05 & 0.09 & 23\\
JDOS, van Hove & 23 & 54 & 24\\
JDOS, steep & 0.045 & 0.044 & 22
\end{tabular}
\end{center}
The wide width is the worst choice in both van Hove windows and the narrow width the worst in both steep windows. The adaptive width is better than both of these fixed widths in the two DOS rows and about equal to the better one in the two JDOS rows. A fixed width can be tuned to one window: 70 meV does as well as the adaptive width in the steep DOS window, but its error in the DOS van Hove window is 7\%.

The 23\% in the third row can be compared with an estimate of the smearing at the divergence. Across the contour the curvature of $\Omega$ is $[2(t_1-t_2)]^2|\nabla u|^2/(2V)=5.4\,|\nabla u|^2$ eV. On the contour $u=-0.556$, $|\nabla u|^2=2-\cos^2k_x-\cos^2k_y$ lies between 0.80 and 1.85, so $\alpha s^2$ is 7 to 15 meV. An inverse-square-root edge holds a fraction $\sqrt{\delta/B}$ of its weight within $\delta$ of the edge, for a window reaching $B$ above it. On the contour the width is the floor $\alpha s^2/\sqrt2$, so the weight within $\delta\sim\alpha s^2$ of the edge is redistributed. With $\delta=\alpha s^2$ and $B=200$ meV the fraction is 0.18 to 0.28, an order-of-magnitude estimate comparable to the observed error. Since $\sqrt{\delta}\propto s$, the estimate predicts that the error in this measure falls only as $\Delta k$, even though the energy resolution improves as $\Delta k^2$; this scaling was not tested numerically.

Single energies show the same pattern. At 0.62 eV the reference JDOS is 1.21 eV$^{-1}$; the adaptive, wide and narrow values are 1.17, 0.55 and 1.33. At 3.50 eV the reference is 0.108, the first two agree with it to about 0.1\%, and the narrow width gives 0.169. At 0.70 eV all three lie within 3\%, so the adaptive value need not be the best at every energy.

Using the upper-band gradient for the transition raises the error in the JDOS van Hove window from 23\% to 43\%. On the singular contour that gradient is $-(t_1+t_2)\nabla u$, which does not vanish.

At the band bottom $\alpha=1.992$ eV. The predicted leakage is $1.1605\times1.992\times0.0390^2$ eV $=3.5$ meV, and the mesh sum gives 3.53 meV. The wide width gives 42.5 meV, against $106/\sqrt{2\pi}=42$ meV. Halving $\Delta k$ reduces these by factors of 3.99 and 2.01. Both formulas and both scalings were tested. The remaining values are in the numerical output.

\section{Choosing the setting}

\paragraph{The factor $a$.} Take it from (\ref{a}). Going from $\varepsilon=10^{-3}$ to $10^{-5}$ multiplies the bias and edge leakage, both proportional to $a^2$, by 1.6. Codes may define the width differently: a Gaussian $e^{-x^2/\sigma^2}$ has $\sigma=\sqrt2\,W$, so its factor must be $\sqrt2\,a$.

\paragraph{The mesh.} For an edge resolution $\delta$, the leakage formulas require
\begin{equation}
N\ge2\pi a\sqrt{C\alpha/\delta}\quad\text{(adaptive)},\qquad
N\ge\frac{2\pi a|\nabla X|_{\max}}{\sqrt{2\pi}\,\delta}\quad\text{(fixed)}.
\end{equation}
In the example $|\nabla X|_{\max}=105.7\ {\rm meV}/0.0390=2.71$ eV. For $\delta=1$ meV at the band bottom the estimates are about 190 and 4200 divisions per axis. The second assumes $\eta=s|\nabla X|_{\max}$; if a smaller multiple of $\Delta k$ suffices, it falls in proportion.

\paragraph{Other meshes.} With reciprocal vectors $\mathbf b_i$ and $N_i$ divisions, displace by $\boldsymbol\kappa=a\sum_i\xi_i\mathbf b_i/N_i$, where the $\xi_i$ are independent standard normal variables. The harmonics have $\mathbf R\cdot\boldsymbol\kappa=2\pi a\sum_im_i\xi_i$, so their damping is unchanged, and the gradient part of the width becomes
\begin{equation}
W^2=a^2\sum_i\left(\frac{\mathbf b_i\cdot\nabla X}{N_i}\right)^2 .
\end{equation}
The damping bound holds in three dimensions and for oblique or anisotropic meshes. On an oblique mesh, however, this width depends on the choice of the $\mathbf b_i$ and need not respect the point symmetry: on a hexagonal mesh, symmetry-equivalent gradients can receive widths differing by a factor $\sqrt2$, so it should not be used on an irreducible wedge alone. The isotropic choice $W=s|\nabla X|$ with $s=2\pi a/R_{\min}$, where $R_{\min}$ is the length of the shortest nonzero harmonic $\mathbf R$, keeps the symmetry and damps every harmonic at least as strongly as $e^{-2\pi^2a^2}$.

\paragraph{The energy grid.} Adaptive DOS widths in the example go down to 0.3 meV. By the Poisson argument, a Gaussian sampled at spacing $\delta E$ has a relative normalization error up to about $2e^{-2\pi^2W^2/\delta E^2}$ when this is small. If the grid cannot be refined, integrate each Gaussian over the energy bins, which conserves its weight.

\paragraph{Crossings.} At an exact degeneracy the eigenvectors are arbitrary within the degenerate space, the diagonal gradients are in general not unique, and the Hessian formula has a zero denominator. Shifting the mesh avoids hitting the point but does not remove a kink, such as that of energy-ordered bands at a linear crossing. At an avoided crossing the character changes over a distance of about the gap divided by the length of the difference between the gradient vectors of the uncoupled bands, here $2V/[2(t_1-t_2)|\nabla u|]$ with $|\nabla u|\le\sqrt{1.85}=1.36$. In the example this is at least $0.6/(1.8\times1.36)\simeq0.245$, well above $s=0.039$. When the two lengths become comparable the Taylor argument fails, and the mesh must be refined locally or globally.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ripple, width ratio 0.4, axis direction: 0.08500
ripple, width ratio 0.4, diagonal direction: 0.00361
target ripple 1.0e-03, width ratio a = 0.6205, direct ripple 1.000e-03
mesh 100 x 100, spacing = 0.06283 rad, s = 0.03899 rad
model: hoppings 1.0, 0.1 eV; on-site 1.0 eV; hybridization 0.3 eV
sample point k = (0.9, 1.7) rad
  lower band: X = -1.0321 eV, gradient = (1.5335, 1.9414) eV, W = 96.47 meV
  upper band: X = 0.9480 eV, gradient = (0.1898, 0.2403) eV, W = 11.94 meV
  transition: X = 1.9801 eV, gradient = (-1.3437, -1.7011) eV, W = 84.53 meV
bias of Boltzmann sum (1 eV, s = 0.02): direct 2.88132e-03, shift formula 2.88022e-03
narrow fixed width = 10.0 meV
relative integrated absolute errors, in percent:
DOS: wide fixed width = 105.7 meV; adaptive widths 0.316 to 105.7 meV
  DOS adaptive: van Hove window 0.21, steep window 0.048
  DOS wide: van Hove window 9.07, steep window 0.092
  DOS narrow: van Hove window 2.33, steep window 22.920
JDOS: wide fixed width = 91.8 meV; adaptive widths 2.346 to 91.8 meV
  JDOS adaptive: van Hove window 22.56, steep window 0.045
  JDOS wide: van Hove window 54.16, steep window 0.044
  JDOS narrow: van Hove window 24.07, steep window 22.062
windows (eV): DOS 0.7 to 1.4 and -3.5 to -1.0; JDOS 0.5 to 0.8 and 3.0 to 4.2
JDOS van Hove window with upper-band gradient only: 42.92 percent
JDOS samples (1/eV): exact, adaptive, wide, narrow
  at 0.62 eV: 1.2124, 1.1665, 0.5546, 1.3324
  at 0.70 eV: 0.6058, 0.5925, 0.6211, 0.6177
  at 3.50 eV: 0.1078, 0.1078, 0.1079, 0.1691
band bottom -4.0195 eV, curvature 1.9924 eV, edge density 0.07988 1/eV, C = 1.1605
  N = 100: edge leakage adaptive 3.526 meV, wide fixed 42.52 meV
  N = 200: edge leakage adaptive 0.883 meV, wide fixed 21.17 meV
reduction on halving the spacing: adaptive 3.993, wide fixed 2.008
\end{verbatim}
